# Lanczos estimates of the spectral top and their effect on Chebyshev filtering

## Problem

One electron of mass $m$ moves in a box with hard walls. The box is covered by a grid of $n_x\times n_y\times n_z$ interior points with spacing $h$. The Hamiltonian matrix is $H=T_{\rm kin}+U$, where $U\le 0$ is a local potential, diagonal on the grid. Along each axis the kinetic energy is the three-point form

$$(T_{\rm 1D}\psi)_i=-\frac{\hbar^2}{2mh^2}\left(\psi_{i+1}-2\psi_i+\psi_{i-1}\right),\qquad \psi_0=\psi_{n+1}=0 .$$

Let $\lambda_1\le\lambda_2\le\dots$ be the eigenvalues of $H$, and let $\lambda_{\max}$ be the largest, with real unit eigenvector $u$. In a self-consistent calculation the lowest $N$ states are needed at every step. A Chebyshev filter finds them if it is given an interval $[a,b]$ that contains the unwanted spectrum and none of the wanted levels.

**(a)** Find an upper bound on $\lambda_{\max}$ from the grid alone.

**(b)** Run $k$ Lanczos steps. Let $\theta$ be the largest Ritz value and $\beta$ the norm of the last Lanczos residual vector, and take $b=\theta+\beta$. When is $b\ge\lambda_{\max}$?

**(c)** The filter is $T_M$, the Chebyshev polynomial of degree $M$, applied to $H$ after $[a,b]$ has been mapped to $[-1,1]$. What happens to the wanted states when $b<\lambda_{\max}$?

**(d)** How large an underestimate amplifies the top state by a factor $G$ in one pass? What does an overestimate cost?

**(e)** Apply the results to the well

$$U(\mathbf r)=-U_0\exp\Big[-\tfrac12\sum_i (r_i-r_{0i})^2/\sigma_i^2\Big]$$

with $U_0=60$ eV, $\sigma=(1.0,1.2,1.5)$ Å and $\mathbf r_0=(0.3,0.2,0.1)$ Å from the box centre. The grid has $11\times12\times13$ points with $h=0.4$ Å. Take $N=4$, $M=10$ and $k=4$. Compare a random start vector with the smooth one $\exp[-|\mathbf r-\mathbf r_0|^2/(2s^2)]$, $s=0.8$ Å.

## Solution

### (a) A bound from the grid

With $K=\hbar^2/(mh^2)$ the kinetic matrix acts as $K[\psi_i-\tfrac12(\psi_{i+1}+\psi_{i-1})]$. The vectors $\psi_i=\sin(qi)$ with $q=j\pi/(n+1)$, $j=1,\dots,n$, vanish at both walls. Since $\sin q(i+1)+\sin q(i-1)=2\cos q\,\sin qi$, their eigenvalues are $K(1-\cos q)$. The largest has $j=n$, where $q=\pi-\pi/(n+1)$, and equals

$$K\left[1+\cos\frac{\pi}{n+1}\right]<2K .$$

The three axes add. For any unit vector $\psi$, the expectation value of $H$ is at most the largest kinetic eigenvalue plus the largest value of $U$. As $U\le0$,

$$\lambda_{\max}<6K .$$

This bound is easy to obtain because $U$ is local. When $H$ is available only through products $H\psi$, a Lanczos estimate is a natural alternative.

### (b) What the Lanczos estimate guarantees

Starting from a unit vector $v_1$, Lanczos defines

$$\beta_jv_{j+1}=Hv_j-\alpha_jv_j-\beta_{j-1}v_{j-1},\qquad \alpha_j=v_j^{\mathsf T}Hv_j,$$

with $\beta_0=0$ and $\beta_j>0$ the norm of the right-hand side. Collect $v_1,\dots,v_k$ as the columns of $Q$, and the coefficients in the symmetric tridiagonal matrix $J$. With $\beta=\beta_k$ and $v_+=v_{k+1}$, the $k$ equations read

$$HQ=QJ+\beta\,v_+e_k^{\mathsf T}.$$

Here $e_k$ is the last unit vector of length $k$. Let $Js=\theta s$ be the top eigenpair of $J$, with $s$ normalized, and let $x=Qs$. Multiplication by $s$ from the right gives

$$Hx=\theta x+\beta s_kv_+ .\tag{1}$$

Two different norms can be called the residual. The Lanczos residual has norm $\beta$. The residual of the Ritz pair, $Hx-\theta x$, has norm $\beta|s_k|$, which is smaller than $\beta$ for $k>1$.

Because $v_+\perp x$, equation (1) gives $\theta=x^{\mathsf T}Hx\le\lambda_{\max}$. Now expand $x=\sum_ic_iu_i$ in eigenvectors of $H$:

$$\beta^2s_k^2=\sum_i(\lambda_i-\theta)^2c_i^2\ge\min_i(\lambda_i-\theta)^2 .$$

Some eigenvalue therefore lies within $\beta|s_k|$ of $\theta$. Nothing here says that it is the top one.

To reach the top, take the scalar product of (1) with $u$ and use $u^{\mathsf T}H=\lambda_{\max}u^{\mathsf T}$:

$$(\lambda_{\max}-\theta)(u\cdot x)=\beta s_k(u\cdot v_+).\tag{2}$$

If $u\cdot x\ne0$, we may divide by it. Since $\lambda_{\max}-\theta\ge0$, the requirement $\lambda_{\max}-\theta\le\beta$ becomes

$$b\ge\lambda_{\max}\quad\Longleftrightarrow\quad |s_k|\,|u\cdot v_+|\le|u\cdot x| .\tag{3}$$

So $\theta+\beta$ is an estimate with a condition attached, not a guaranteed bound. The condition contains the unknown $u$ and cannot be checked during a run. If $u\cdot x=0$, equation (2) carries no information on $\lambda_{\max}$ and (3) does not apply.

The extreme failure is a start from a lower eigenvector. In exact arithmetic the first residual vanishes, and $\theta+\beta$ is that lower eigenvalue. A numerically converged orbital leaves a small residual, which Lanczos normalizes and uses as its next vector. The result for an exact eigenvector then no longer applies, and the estimate depends on what this residual contains.

The role of the start vector can be made explicit. Every vector in the Lanczos space is $p(H)v_1$ with $p$ a polynomial of degree below $k$, so

$$\theta=\max_p\frac{\sum_i\lambda_i\,p(\lambda_i)^2w_i}{\sum_ip(\lambda_i)^2w_i},\qquad w_i=(u_i\cdot v_1)^2 .$$

If the weights $w_i$ are tiny at high energy, a low-degree polynomial has to make up for them before $\theta$ can approach the top. A random vector spreads its weight over the whole spectrum and avoids this difficulty with high probability, but not with certainty. Even then, condition (3) is not guaranteed.

### (c) The filter with too low an upper edge

Let $c=(a+b)/2$, $w=(b-a)/2$ and $t=(\lambda-c)/w$. The recurrence $T_{n+1}=2tT_n-T_{n-1}$, with $T_0=1$ and $T_1=t$, is solved by $\cos n\varphi$ for $t=\cos\varphi$ and by $\cosh n\eta$ for $t=\cosh\eta$, through the addition theorems. For $t<-1$ the parity of $T_n$ adds only a sign. Inside $[a,b]$ the gain $|T_M|$ is therefore at most 1.

Outside, let $d$ be the distance to the nearer edge. Above $b$ we have $\lambda-c=w+(\lambda-b)$, and below $a$ we have $c-\lambda=w+(a-\lambda)$. In both cases $|t|=1+d/w$, and

$$|T_M|=\cosh\left[M\,\mathrm{arccosh}\left(1+\frac dw\right)\right].\tag{4}$$

The filter treats both sides alike, and its gain increases with $d$. The top state consequently outgrows the wanted level $\lambda_j$ when

$$\lambda_{\max}-b>a-\lambda_j .\tag{5}$$

The highest wanted level has the smallest $a-\lambda_j$ and is overtaken first. The degree $M$ does not enter this ordering; it affects how fast the ordering takes hold.

Suppose $N$ vectors are filtered repeatedly at fixed $H$, $a$ and $b$, and orthonormalized after each pass. Orthonormalization leaves their span unchanged. Order the eigenvectors by gain, and let the diagonal matrices $F_1$ and $F_2$ hold the filter values of the first $N$ and of the rest. Let $C_1$ and $C_2$ be the corresponding coefficients of the initial block. After $n$ passes the span is that of

$$\begin{pmatrix}F_1^nC_1\\F_2^nC_2\end{pmatrix}
\quad\text{or, equivalently,}\quad
\begin{pmatrix}1\\F_2^nC_2C_1^{-1}F_1^{-n}\end{pmatrix},$$

provided $C_1$ is invertible, as it is for a generic start. The lower block decays at least as fast as the $n$th power of the ratio of the $(N+1)$th gain to the $N$th. If this ratio is below 1 and at least $N$ states lie outside $[a,b]$, the iteration converges to the $N$ states farthest outside, on whichever side they lie.

An underestimate with $\lambda_{\max}-b<a-\lambda_j$ for every wanted level still leads to the right states, though it can slow convergence by raising an unwanted gain. At equality the two gains are the same, and the filter cannot separate the two states. Once (5) holds for the highest wanted level, there are more than $N$ competitors for $N$ places, and that level is lost in the long run. This holds for a block of exactly $N$ vectors. A block of $N+p$ vectors converges to the $N+p$ states of largest gain, so it keeps all wanted levels as long as no more than $p$ unwanted states outgrow the highest wanted one.

The loss may take time. If a wanted vector has a top admixture of relative amplitude $\varepsilon$, and $R>1$ is the ratio of the top gain to the wanted gain, the admixture grows as $\varepsilon R^n$. It dominates after

$$n>\frac{\ln(1/\varepsilon)}{\ln R}.\tag{6}$$

### (d) Tolerance below, cost above

Write $\delta=\lambda_{\max}-b$ and $W=\lambda_{\max}-a=2w+\delta$. Setting the gain (4) of the top state equal to $G$ gives $1+\delta/w=\cosh\eta$ with $\eta=\mathrm{arccosh}(G)/M$. Hence $\delta=w(\cosh\eta-1)$ and $W=w(\cosh\eta+1)$. Dividing,

$$\delta=W\,\frac{\cosh\eta-1}{\cosh\eta+1}=W\tanh^2\left[\frac{\mathrm{arccosh}\,G}{2M}\right].\tag{7}$$

For large $M$ this becomes $W(\mathrm{arccosh}\,G)^2/(4M^2)$. Doubling the degree divides the tolerated error by about four.

For an overestimate, all unwanted gains remain at most 1. The wanted level has growth exponent $M\eta_j$ with $\cosh\eta_j=1+2(a-\lambda_j)/(b-a)$. When the last term is small, $\cosh\eta_j\approx1+\eta_j^2/2$, so

$$\eta_j\approx2\sqrt{\frac{a-\lambda_j}{b-a}} .$$

To keep the same gain, $M$ must grow as $\sqrt{b-a}$. This is a modest cost, whereas an underestimate can change which states are found.

### (e) The Gaussian well

All energies refer to the grid matrix, whose full diagonalization supplies the reference values. With this coarse spacing they are not continuum energies: halving $h$ in the same box raises the lowest five levels by 0.3 to 0.9 eV. The lowest five levels are $-36.30$, $-24.92$, $-22.44$, $-20.06$ and $-15.12$ eV, and $\lambda_{\max}=268.35$ eV. The lower edge is placed at the fifth level, $a=-15.12$ eV. In practice it would have to be estimated too.

**The grid bound.** Here $K=47.62$ eV, so $6K=285.75$ eV. This lies 17.4 eV above the true top.

**Random start.** Four steps give $\theta=238.19$ eV and $\beta=77.60$ eV, hence $b=315.79$ eV, which is 47.4 eV too high and therefore safe. The terms of (2) are $|s_k|=0.4315$, $|u\cdot v_+|=0.1171$ and $|u\cdot x|=0.1300$. They reproduce the error of the Ritz value:

$$\lambda_{\max}-\theta=\frac{77.60\times0.4315\times0.1171}{0.1300}\ \text{eV}\approx30.2\ \text{eV}.$$

Condition (3) holds, since $0.4315\times0.1171=0.051$ is less than $0.130$.

For 200 random starts at each $k$, the results were:

| $k$ | mean $\theta$ (eV) | mean $\beta$ (eV) | $\theta+\beta$ covers | $\theta+\beta\lvert s_k\rvert$ covers |
|---|---|---|---|---|
| 4 | 236.0 | 75.5 | 200 | 67 |
| 6 | 252.5 | 76.8 | 200 | 180 |
| 10 | 262.8 | 75.8 | 200 | 196 |

The larger residual norm covered the top in every trial; the Ritz-pair residual did not. This is evidence for this matrix and these $k$, not a proof for others. A random start also needs enough steps: at $k=1$ and $k=2$, $\theta+\beta$ fell below the top in all of 200 trials each, and at $k=3$ it covered the top in all 200. The mean $\beta$ hardly changes while $\theta$ rises, so the mean overshoot grows from 43 eV at $k=4$ to 70 eV at $k=10$. Over this range of $k$, more Lanczos steps improve $\theta$ but loosen $\theta+\beta$. The overshoot cannot keep growing in this way, because $\theta$ is limited by $\lambda_{\max}$; once $\theta$ has converged, the overshoot is simply $\beta$.

**Smooth start.** The same four steps give $\theta=60.20$ eV and $\beta=21.79$ eV, so $b=81.99$ eV, 186 eV below the top. The overlap of this start vector with $u$ is $1.2\times10^{-12}$, a weight of about $10^{-24}$. For the random vector the overlap is $0.020$ and the weight $4\times10^{-4}$. The top state is only one indicator. A random vector has comparable expected weights on all states of the upper spectrum, so its $\theta$ does not hinge on $u$ alone. The smooth vector has very little weight in that whole region, and a polynomial of degree three does not make up for it.

**Effect on the filter.** The gains in one pass of degree 10 are:

| upper edge $b$ (eV) | top state | level 4 | level 1 |
|---|---|---|---|
| 315.79 (random, $\theta+\beta$) | 0.088 | 5.77 | 74.8 |
| 262.22 (slightly low) | 9.70 | 7.20 | 117.5 |
| 238.19 (random, $\theta$ alone) | 436 | 8.13 | 150 |
| 81.99 (smooth, $\theta+\beta$) | $3.2\times10^9$ | 43.9 | 4179 |

The second edge was chosen to test (5). It lies 6.13 eV below the top, while $a-\lambda_4=4.94$ eV and $a-\lambda_3=7.32$ eV. The top state should displace level 4 and leave level 3 in place. After 600 passes with four vectors, the Ritz values are $-36.30$, $-24.92$, $-22.44$ and $268.35$ eV, as predicted. The safe edge gives the four wanted levels.

The displacement at the slightly low edge is slow. With $R=9.70/7.20=1.35$ and $\varepsilon=10^{-6}$, equation (6) requires about 47 passes. A short run that starts from nearly converged orbitals, as in a later self-consistency step, can therefore look converged before the fault appears. From a random block the top admixture is usually not small at the start, and the delay is then much shorter.

If $\beta$ is omitted, $R=436.4/8.127=53.7$, and (6) gives $13.82/3.98=3.47$. The admixture wins at the fourth pass, which direct filtering confirms. The underestimate of 30.2 eV also exceeds $a-\lambda_1=21.2$ eV, so even the lowest level is outranked by the top state.

With the smooth-start edge, the four final Ritz values are 263.73, 265.64, 266.38 and 268.35 eV. The block has moved to the opposite end of the spectrum, and a density built from it would use none of the wanted orbitals.

**Tolerance and cost.** Here $W=268.35+15.12=283.47$ eV. For $G=2$, equation (7) gives

$$\delta=283.47\,\tanh^2\left(\frac{1.317}{20}\right)\text{eV}\approx1.23\ \text{eV},$$

or 0.43 % of $W$. This doubling alone does not displace level 4, because $1.23<4.94$ eV. It marks where damping of the top has already turned into growth.

Against a perfect edge $b=\lambda_{\max}$, the safe estimate lowers the exponent of level 4 from 2.633 to 2.438. The same gain then needs a degree larger by the factor $2.633/2.438=1.08$, before rounding to an integer. The square-root law gives $\sqrt{330.91/283.47}=1.08$ as well. An error of 47 eV upward thus raises the required degree from 10 to 11 after rounding, while one of 6 eV downward eventually loses a state from a block of exactly four vectors. A block of five at the same edge keeps all four wanted levels and spends its extra vector on the top state.

**Detecting and avoiding the fault.** Every expectation value of $H$ in a unit vector is at most $\lambda_{\max}$. A Ritz value above $b$ therefore proves that $b<\lambda_{\max}$. Since $\lambda_{\max}$ may lie higher still, (5) may hold, and the safe course is to raise the edge. If no Ritz value lies above $b$, the edge may still be too low.

Between self-consistency steps, a change $\Delta U$ of a local potential raises $\lambda_{\max}$ by at most the largest value of $\Delta U$ on the grid, by the argument of part (a). A valid edge stays valid if that amount is added whenever it is positive. The remaining figures are in the numerical output, where the filter degree $M$ is written $m$ in the label $|T_m|$.

## Values computed for the example and the checks

```
grid points: (11, 12, 13) total 1716
spacing 0.4 A, well depth 60.0 eV
well widths (A): (1.0, 1.2, 1.5) centre (A): (0.3, 0.2, 0.1)
filter degree 10, wanted levels 4
K = hbar^2/(m h^2) = 47.6248 eV
lowest five levels (eV): [-36.304 -24.922 -22.442 -20.062 -15.12 ]
highest three levels (eV): [265.64  266.383 268.354]
kinetic top 281.548 eV, bound 6K 285.749 eV
filter lower edge a = -15.120 eV
random start, k = 4: theta = 238.189 eV
  beta = 77.598 eV, theta+beta = 315.787 eV
  |s_k| = 0.4315
  Ritz-pair residual = 33.486 eV
  |u.v_next| = 0.11707, |u.x| = 0.12996
  lambda_max-theta = 30.165 eV
  theta+beta-lambda_max = 47.433 eV
smooth start (width 0.8 A), k = 4:
  theta = 60.198 eV, beta = 21.792 eV
  theta+beta = 81.990 eV
top overlap of start: random 1.97e-02, smooth 1.19e-12
random trials for each k: 200
k=4: mean theta 235.98 eV, mean beta 75.46 eV
  covered by theta+beta: 200, by theta+beta|s_k|: 67
  smallest theta+beta-lambda_max: 33.74 eV
k=6: mean theta 252.47 eV, mean beta 76.77 eV
  covered by theta+beta: 200, by theta+beta|s_k|: 180
  smallest theta+beta-lambda_max: 51.47 eV
k=10: mean theta 262.79 eV, mean beta 75.84 eV
  covered by theta+beta: 200, by theta+beta|s_k|: 196
  smallest theta+beta-lambda_max: 62.13 eV
gains |T_m| in one pass at lambda_max, level 4, level 1:
  theta+beta: b=315.787 eV; 0.08808, 5.769, 74.79
  slightly low: b=262.222 eV; 9.704, 7.197, 117.5
  theta only: b=238.189 eV; 436.4, 8.127, 150.3
  smooth start: b=81.990 eV; 3.228e+09, 43.87, 4179
Ritz values after 600 filter cycles (eV):
  safe: [-36.304 -24.922 -22.442 -20.062]
  slightly low: [-36.304 -24.922 -22.442 268.354]
  smooth start: [263.73  265.64  266.383 268.354]
slightly low edge: lambda_max-b = 6.132 eV
a-level 4 = 4.942 eV, a-level 3 = 7.322 eV
theta only: gain ratio top/level 4 = 53.692
  passes for admixture 1e-06 to win: 3.47 -> 4
underestimate doubling top component: 1.2256 eV
  as fraction of lambda_max-a: 0.00432
level 4 growth exponent: b=lambda_max 2.6331, b=theta+beta 2.4381
work factor of safe edge: 1.0800, root law 1.0804
```
